# Roth's g Factor for Conduction Electrons in InAs from Kane Coupling, part 2

A conduction electron in InAs has a g factor near −15 at low temperature, while a free electron has $g_0=2.0023$. The difference comes from orbital motion tied to the spin. We describe it with an eight-band model: an s-like conduction state $S$ and three p-like valence states $X,Y,Z$, each with two spins.

The electron charge is $-e$ with $e>0$, $m_0$ is the free-electron mass, $\mu_B=e\hbar/2m_0$, and $\boldsymbol\sigma$ are the Pauli matrices. With $\mathbf B$ along $z$, $E_\uparrow-E_\downarrow=g\mu_BB$. Energies are measured from the valence top, $\Gamma_8$ ($J=3/2$). The level $\Gamma_7$ ($J=1/2$) lies at $-\Delta$ and the conduction edge at $E_g$. The Kane coupling $P$ is defined by $\langle S|H|j\rangle=iPk_j$, and $E_P=2m_0P^2/\hbar^2$. The operator $\mathbf k=-i\nabla+e\mathbf A/\hbar$ acts on the slowly varying envelopes and satisfies $\mathbf k\times\mathbf k=-ie\mathbf B/\hbar$.

Eliminating the valence envelopes $\varphi_i$, with their free kinetic and Zeeman energies left out, gives for the two-component conduction envelope $\psi$

$$H_{\rm eff}(E)=E_g+\frac{\hbar^2k^2}{2m_0}+\tfrac12g_0\mu_B\boldsymbol\sigma\cdot\mathbf B+P^2\sum_{ij}k_iR_{ij}k_j ,$$

$$R_{ij}=\frac{2r_8+r_7}{3}\delta_{ij}-\frac{i(r_8-r_7)}{3}\sum_k\varepsilon_{ijk}\sigma_k,\qquad r_8=\frac1E,\quad r_7=\frac1{E+\Delta}.$$

The terms in $k^2$ combine to $(\hbar^2k^2/2m_0)M(E)$ with

$$M(E)=1+\frac{E_P}{3}\left(\frac2E+\frac1{E+\Delta}\right),\qquad \frac{m_0}{m^*}=M(E_g).$$

At the conduction edge the g factor is given by Roth's formula,

$$\boxed{\,g^*=g_0-\frac23\,\frac{E_P\,\Delta}{E_g(E_g+\Delta)}\,}$$

The InAs example uses the low-temperature gap $E_g=0.417$ eV, $\Delta=0.39$ eV and $E_P=21.5$ eV. These give $g^*=-14.6$ and $m_0/m^*=44.25$.

Q: You chose the low-temperature gap. Transistors work at room temperature.

A: With a 300 K gap of 0.354 eV and the other inputs held fixed, Roth's formula gives −19.2. So "near −15" is a statement about the low-temperature gap. The −19.2 needs two cautions. The model contains no lattice vibrations, so it cannot say whether the whole change of the measured gap belongs in these denominators. Also, electrons at 300 K do not sit at the band edge, and $g$ depends on energy.

Q: How does it depend on energy? Do I replace $E_g$ by $E$ in Roth's formula?

A: That is half of the answer. Define

$$\gamma(E)=g_0-\frac23E_P\left(\frac1E-\frac1{E+\Delta}\right).$$

For $\mathbf B$ along $z$ and a given orbit, write $\epsilon=\hbar^2k^2/2m_0$. The two spin energies solve

$$E-E_g-\epsilon M(E)=\pm\tfrac12\gamma(E)\mu_BB .$$

The unknown $E$ also stands inside $M$. Let $E_0$ solve the equation without its right-hand side, and expand the left-hand side about $E_0$ to first order:

$$\left[1-\epsilon M'(E_0)\right](E_{\uparrow,\downarrow}-E_0)=\pm\tfrac12\gamma(E_0)\mu_BB .$$

Subtracting the two cases gives the observed g factor,

$$g_{\rm obs}=\frac{\gamma(E_0)}{Z},\qquad Z=1-\epsilon M'(E_0)=1+\frac{\epsilon E_P}{3}\left[\frac2{E_0^2}+\frac1{(E_0+\Delta)^2}\right].$$

Q: What is $Z$ physically? It looks like a correction you need but did not expect.

A: It is a normalization. The valence envelopes are $\varphi_i=-iP\sum_jR_{ij}k_j\psi$, so their total weight relative to $\psi$ is $P^2\langle\sum k_i(R^2)_{ij}k_j\rangle$. Squaring $R$ replaces $r_8,r_7$ by $r_8^2,r_7^2$. To zeroth order in $B$ the weight is therefore $P^2k^2(2r_8^2+r_7^2)/3$, which is $Z-1$. So $1/Z$ is the fraction of the electron in the conduction state. The effective Hamiltonian acts on that fraction, and the splitting is reduced accordingly.

Here the valence states have no free kinetic and Zeeman terms. At finite $k$ these terms change the splitting at first order in $B$, and so change $g$ even in a weak field. Their size has to be found separately.

Q: Show me that the law holds well away from the edge.

A: Take Landau level 10 at 2 T, with a wave number $k_z=0.2094$ nm⁻¹ along the field. Its transverse part is $k_x^2+k_y^2=(2\cdot10+1)eB/\hbar$. Diagonalizing the eight-band Hamiltonian, without the free valence terms, gives $g=-7.020$, and the formula gives −7.020. The test asked for agreement within 0.2 %. The value is about half of that at the edge.

Q: Return to room temperature, then.

A: For a bulk electron with kinetic energy $\tfrac32k_BT=38.8$ meV, the mean for a dilute gas in a parabolic band, and with the 300 K gap, the law gives −14.9. For these inputs the smaller gap and the kinetic energy nearly compensate each other. This is $g$ at a mean energy, not a thermal average of $g$, and the closeness to −14.6 is no reason to trust Roth's edge formula at room temperature.

A strong field acts in the same direction as kinetic energy, because even the lowest Landau level lies above the edge. At 5 T and with the low-temperature gap, diagonalization gives −13.5 for that level.

Q: My electrons are in a thin channel, not in bulk material. What changes?

A: Take a 15 nm InAs channel with impenetrable walls and $\mathbf B$ perpendicular to it, along $z$. The vector potential can then be chosen without $z$ dependence and without a $z$ component, so $k_z$ commutes with $k_x$ and $k_y$. The one nonzero component of $\mathbf k\times\mathbf k$ is the $z$ component, as before. Inside the well, $\psi\propto\sin(\pi z/w)$ solves the effective equation and vanishes at the walls, so $k_z^2$ takes the value $(\pi/w)^2$ with

$$k_z=\frac{\pi}{15\ \text{nm}}=0.2094\ \text{nm}^{-1}.$$

With $\hbar^2/2m_0=0.03810$ eV nm², $\epsilon=0.03810\times0.2094^2=1.671$ meV. Solving $E-E_g=\epsilon M(E)$ gives a subband 65.1 meV above the edge, at $E=0.4821$ eV. To confirm it,

$$M=1+7.167\left(\frac{2}{0.4821}+\frac1{0.8721}\right)=38.95,\qquad 1.671\times38.95=65.1\ \text{meV}.$$

A parabolic band with the edge mass would give $1.671\times44.25=73.9$ meV. The two factors of $g_{\rm obs}$ are

$$\gamma=2.00-\frac{14.333\times0.39}{0.4821\times0.8721}=-11.29,$$

$$Z=1+0.001671\times7.167\left(\frac2{0.4821^2}+\frac1{0.8721^2}\right)=1.119,$$

so at the bottom of the subband

$$g_{\rm obs}=\frac{-11.29}{1.119}=-10.1 .$$

Confinement has removed almost a third of the bulk value.

Q: I do not trust the walls. You required the conduction envelope to vanish there, but what about the valence envelopes?

A: They need not vanish. The $Z$ envelope contains $k_z\psi$, a cosine, which is largest at the walls. Without free kinetic terms in the valence states, their equations contain no second derivatives, so no separate boundary condition is imposed on them. The coupled equations were also solved on a grid across the well at 0.1 T, with all eight envelopes kept. The grid gives −10.06 and the formula −10.09; the test allowed a difference of 1 %.

Two simplifications can be sized. Restoring the free kinetic and Zeeman terms of the valence states, for a plane wave with the same $k_z$, gives −9.96. This sizes only the free terms. In the real crystal the bands outside the eight give the valence states a further, hole-like curvature and an orbital moment of their own. These are larger than the free terms, so the true shift of $g$ away from the edge can be several times this one. Real walls let the wave leak out. If I imitate 1 nm of penetration on each side by a 17 nm well, $g=-10.8$. This accounts for the lower subband energy but not for the g factor of the barrier material itself.

Q: A conducting channel is filled well above the subband bottom. Which electrons does −10.1 describe?

A: Those at the bottom. For a sheet density $n_s=10^{12}$ cm⁻² with both spins occupied, $k_F=\sqrt{2\pi n_s}=0.2507$ nm⁻¹. The total $k^2=k_z^2+k_F^2$ puts the Fermi level 139.5 meV above the bulk edge, and the same law gives $g=-7.05$ there. Transport at low temperature involves electrons near the Fermi level, so in this model the relevant number for this channel is about −7.

Q: A gated channel also has an electric field across it. I have heard that it splits the spins with no magnetic field at all.

A: It does, and the same resolvent shows it. Let the potential energy be $V(z)=eFz$, measured from the centre of the well. The energy relative to the local band edges is now $E-V(z)$, so $\beta=r_8-r_7$ depends on $z$ and no longer commutes with $k_z$. Set $\mathbf B=0$ and $k_y=0$. The antisymmetric part of the sum has two terms, with $\varepsilon_{zxy}=+1$ and $\varepsilon_{xzy}=-1$:

$$-\frac{iP^2}{3}\left(k_z\beta k_x-k_x\beta k_z\right)\sigma_y=-\frac{iP^2}{3}k_x[k_z,\beta]\sigma_y=-\frac{P^2}{3}\frac{d\beta}{dz}k_x\sigma_y,$$

because $[k_z,\beta]=-i\,d\beta/dz$. Differentiating $\beta=1/(E-V)-1/(E-V+\Delta)$ and taking the value at the centre gives

$$\frac{d\beta}{dz}=eF\left[\frac1{E^2}-\frac1{(E+\Delta)^2}\right].$$

The normalization $Z$ enters as before. The splitting is $2\alpha k_x$, with the Rashba coefficient

$$\alpha=\frac{P^2eF}{3Z}\left[\frac1{E^2}-\frac1{(E+\Delta)^2}\right].$$

This holds to first order in $F$.

Q: Is it large enough to matter?

A: For a field of 0.05 MV/cm, $eF=0.005$ eV/nm. With $P=0.9051$ eV nm and the subband energy above,

$$\alpha=\frac{0.9051^2\times0.005}{3\times1.119}\left(\frac1{0.4821^2}-\frac1{0.8721^2}\right)=3.65\times10^{-3}\ \text{eV nm},$$

or 3.65 meV nm. A grid solution of the biased well at small $k_x$ gives 3.63 meV nm, within the 3 % allowed in that test. Both numbers are for impenetrable walls. At real barriers the conduction and valence edges jump, and the jumps add a spin-orbit term of their own, which depends on the barrier material and is not included here.

At the Fermi wave number the grid gives a splitting of 1.18 meV. The product $2\alpha k_F$ with the subband-bottom $\alpha$ would be 1.83 meV. The difference arises because $\alpha$ falls with energy: both denominators and $Z$ grow. The Zeeman splitting at the Fermi level is 2.04 meV at 5 T. The Rashba term acts on an in-plane spin component and the perpendicular field on $\sigma_z$, so the splittings do not simply add. In a perpendicular field the Rashba term couples opposite spins in neighbouring Landau levels. At 5 T these levels are about 16 meV apart near the Fermi level, much more than 1.18 meV, so the term changes the spin splitting only slightly. In a weaker field the Landau levels lie closer together and the relative change is larger. A g factor read from the total spin splitting would then differ noticeably from $g_{\rm obs}$.

Q: You have said little about the bands outside the eight. Could they spoil the −14.6?

A: Consider the next p-like conduction triplet. The same algebra applies, with the energies measured from its own levels. I assume round values: its $J=3/2$ and $J=1/2$ levels at 4.6 and 4.4 eV, and a coupling energy of 3 eV. Then

$$\delta g=-\frac23\times3\left(\frac1{0.417-4.6}-\frac1{0.417-4.4}\right)=-0.024 .$$

The shift is small because the triplet is distant and its splitting is small compared with that distance. The estimate omits the spin-orbit coupling between this triplet and the valence triplet, so it does not bound the whole effect of the outer bands. It also concerns the edge only: away from the edge the outer bands act on $g$ through the curvature they give the valence states as well.

Q: Then how close is all this to a real device?

A: The bulk edge value of −14.6 lies close to the measured low-temperature value, which is roughly −15. The three inputs are typical of InAs, and a channel 15 nm wide with $10^{12}$ electrons per cm² is in the range of real InAs quantum wells. The infinite walls are not typical, since real barriers have finite height. Of the assumptions whose effect was sized here, the one that such a channel breaks most strongly is that the electron sits at the bulk band edge. In this model, confinement moves $g$ from −14.6 to −10.1, and filling the subband moves it to about −7. Strain changes the gap, which moves the edge value by about 0.6 for each 10 meV if $\Delta$ and $E_P$ are held fixed. Strain in a channel also splits the $\Gamma_8$ states, and the effect of that splitting on $g$ is not included in this figure. Electron–electron interaction and the spin splitting due to the missing inversion centre of the crystal are left out and not sized here. The remaining figures are in the numerical output below.

## Table of computed values

```
INPUTS (rough InAs values)
gap, low temperature       0.417 eV
gap, 300 K                 0.354 eV
spin-orbit splitting       0.390 eV
Kane energy EP             21.5 eV
hbar^2/2m0                 0.03810 eV nm^2
Kane parameter P           0.9051 eV nm
BULK BAND EDGE
free-electron g0           2.0023
Gamma8 contribution        -34.373
Gamma7 contribution        +17.761
g, Roth formula            -14.609
g, diagonalization, B->0   -14.609
m0/m*                      44.25
m*/m0                      0.0226
Zeeman |g| muB B at 1 T    0.846 meV
BULK CORRECTIONS
g, Roth with 300 K gap     -19.22
thermal energy 1.5 kT      38.8 meV
g, 300 K gap, at 1.5 kT    -14.88
g, lowest level at 5 T     -13.53
upper triplet: Gamma8c     4.6 eV (assumed)
upper triplet: splitting   0.2 eV (assumed)
upper triplet: EP'         3.0 eV (assumed)
g shift, upper triplet     -0.0240
CHANNEL
well width                 15 nm
kz = pi/width              0.2094 1/nm
subband energy above edge  65.1 meV
g(E) before normalization  -11.29
normalization Z            1.119
g at subband bottom        -10.09
same, real-space grid      -10.06
same, free terms in p bands -9.96
g for a 17 nm well        -10.82
sheet density              1.0e+12 cm^-2
Fermi wave number          0.2507 1/nm
Fermi level above edge     139.5 meV
g at Fermi level           -7.05
Landau level 10, 2 T: g    -7.020 (direct)
Landau level 10, 2 T: g    -7.020 (formula)
electric field             0.05 MV/cm
Rashba alpha, formula      3.65 meV nm
Rashba alpha, grid         3.63 meV nm
Rashba splitting at kF     1.18 meV
Zeeman at kF, 5 T          2.04 meV
```
